# Does low conductivity in a holey film prove phonon coherence?: test program

```python
# Result under test: a phase-free phonon Boltzmann model of a holey film gives
# a conductivity below (material-loss factor) x (solid-film conductivity).
# A reduction of that kind is therefore no proof of band-structure coherence.
# Symbols: period, diameter, thickness = geometry in nm; mfp = bulk mean free
# path in nm; loss_factor = Fourier conductivity ratio of the perforated sheet;
# q = k_holey / (loss_factor * k_solid_film), often misread as coherence.
# Energy packets fly straight, change mode in internal collisions with weight
# C/tau, and keep their frequency at walls. Their diffusion gives k.
import numpy as np
from scipy.constants import hbar, k as kB
from scipy.special import expn

speed = 6000.0            # m/s
atom_density = 5e28       # 1/m^3
rate_coefficient = 5e-17  # s, 1/tau = rate_coefficient * omega^2
temperature = 300.0       # K
period, diameter, thickness = 100.0, 60.0, 100.0   # nm
roughness = 1.0           # nm
omega_max = speed * (6 * np.pi**2 * atom_density) ** (1 / 3)


def spectrum(temp, points=4000):
    """Midpoint frequencies and heat capacity per bin, J/(m^3 K)."""
    top = min(omega_max, 40 * kB * temp / hbar)
    edges = np.linspace(0, top, points + 1)
    omega = 0.5 * (edges[1:] + edges[:-1])
    x = hbar * omega / (kB * temp)
    density = 3 * omega**2 / (2 * np.pi**2 * speed**3)
    capacity = density * kB * (x / 2 / np.sinh(x / 2)) ** 2 * (top / points)
    return edges, omega, capacity


edges, omega, capacity = spectrum(temperature)
total_capacity = capacity.sum()
mfp_modes = 1e9 * speed / (rate_coefficient * omega**2)      # nm
k_modes = capacity * speed * mfp_modes * 1e-9 / 3
k_bulk = k_modes.sum()


def cumulative(weight):
    c = np.concatenate(([0.0], np.cumsum(weight)))
    return c / c[-1]


cdf_equilibrium = cumulative(capacity)
cdf_collision = cumulative(capacity * omega**2)


def draw_mfp(rng, n, cdf):
    w = np.interp(rng.random(n), cdf, edges)
    return 1e9 * speed / (rate_coefficient * np.maximum(w, 1e6) ** 2)


def isotropic(rng, n):
    c = rng.uniform(-1, 1, n)
    angle = rng.uniform(0, 2 * np.pi, n)
    s = np.sqrt(1 - c * c)
    return np.array([s * np.cos(angle), s * np.sin(angle), c])


def lambert(rng, n):
    """Normal component and two tangential components."""
    c2 = 1 - rng.random(n)
    angle = rng.uniform(0, 2 * np.pi, n)
    s = np.sqrt(1 - c2)
    return np.sqrt(c2), s * np.cos(angle), s * np.sin(angle)


def walk(a, d, t, path, n, seed, diffuse=True, jitter=0.0):
    """Conductivity, its standard error, and wall hits per nm of path."""
    rng = np.random.default_rng(seed)
    radius, m = d / 2, 8
    centres = rng.uniform(-jitter, jitter, (2, m, m))
    cell = rng.integers(0, m, (2, n))
    pos = rng.uniform(-a / 2, a / 2, (2, n))
    while True:
        off = pos - centres[:, cell[0], cell[1]]
        bad = np.hypot(off[0], off[1]) < radius
        if not bad.any():
            break
        pos[:, bad] = rng.uniform(-a / 2, a / 2, (2, bad.sum()))
    z = rng.uniform(0, t, n)
    u = isotropic(rng, n)
    mfp = draw_mfp(rng, n, cdf_equilibrium)
    left = np.full(n, float(path))
    start = cell * a + pos
    hits = 0
    dist = np.empty((6, n))
    while left.max() > 0:
        off = pos - centres[:, cell[0] % m, cell[1] % m]
        dist[0] = left
        dist[1] = rng.exponential(size=n) * mfp
        dist[2:4] = (np.copysign(a / 2, u[:2]) - pos) / u[:2]
        dist[4] = (np.where(u[2] > 0, t, 0.0) - z) / u[2]
        flat = u[0] ** 2 + u[1] ** 2
        b = off[0] * u[0] + off[1] * u[1]
        disc = b * b - flat * (off[0] ** 2 + off[1] ** 2 - radius**2)
        reach = (-b - np.sqrt(np.maximum(disc, 0))) / flat
        dist[5] = np.where((b < 0) & (disc > 0), np.maximum(reach, 0), np.inf)
        event = dist.argmin(axis=0)
        step = dist.min(axis=0)
        pos += u[:2] * step
        z += u[2] * step
        left -= step
        i = np.flatnonzero(event == 1)            # internal collision
        u[:, i] = isotropic(rng, i.size)
        mfp[i] = draw_mfp(rng, i.size, cdf_collision)
        for axis in (0, 1):                       # passage to the next cell
            i = np.flatnonzero(event == 2 + axis)
            sign = np.sign(u[axis, i])
            cell[axis, i] += sign.astype(int)
            pos[axis, i] = -sign * a / 2
        i = np.flatnonzero(event == 4)            # film face
        hits += i.size
        up = u[2, i] > 0
        z[i] = np.where(up, t, 0.0)
        if diffuse:
            c, s1, s2 = lambert(rng, i.size)
            u[:, i] = np.array([s1, s2, np.where(up, -c, c)])
        else:
            u[2, i] *= -1
        i = np.flatnonzero(event == 5)            # hole wall
        hits += i.size
        if i.size:
            normal = pos[:, i] - centres[:, cell[0, i] % m, cell[1, i] % m]
            normal /= np.hypot(normal[0], normal[1])
            if diffuse:
                c, s1, s2 = lambert(rng, i.size)
                u[:, i] = np.array([c * normal[0] - s1 * normal[1],
                                    c * normal[1] + s1 * normal[0], s2])
            else:
                un = (u[:2, i] * normal).sum(axis=0)
                u[:2, i] -= 2 * un * normal
    shift = cell * a + pos - start
    square = 0.5 * (shift**2).sum(axis=0)
    solid = 1 - np.pi * d**2 / (4 * a**2)
    scale = solid * total_capacity * speed * 1e-9 / (2 * path)
    return (scale * square.mean(), scale * square.std() / np.sqrt(n),
            hits / (n * path))


def film_conductivity(t):
    delta = t / mfp_modes
    factor = 1 - 3 / (8 * delta) * (1 - 4 * expn(3, delta) + 4 * expn(5, delta))
    return (k_modes * factor).sum()


def laplace_factor(radius_over_period):
    """Harmonic expansion in a quarter cell with an insulated hole."""
    h, r = 0.5, radius_over_period
    order = np.arange(1, 26, 2)
    size = (np.sqrt(2) * h) ** order

    def f(p):
        p = np.atleast_1d(p)[:, None]
        return (p**order + r ** (2 * order) * p ** (-order)) / size

    def slope(p):
        p = np.atleast_1d(p)[:, None]
        return order * (p ** (order - 1)
                        - r ** (2 * order) * p ** (-order - 1)) / size

    s = (np.arange(80) + 0.5) / 80 * h
    matrix = np.vstack([f(h + 1j * s).real, -slope(s + 1j * h).imag])
    target = np.concatenate([np.ones(80), np.zeros(80)])
    coeff = np.linalg.lstsq(matrix, target, rcond=None)[0]
    assert np.abs(matrix @ coeff - target).max() < 1e-3
    return (f(h + 1j * h).imag @ coeff)[0]


# Material loss: closed form against the solved Laplace problem.
porosity = np.pi * diameter**2 / (4 * period**2)
loss_factor = laplace_factor(diameter / (2 * period))
loss_closed = (1 - porosity) / (1 + porosity)
assert abs(loss_factor / loss_closed - 1) < 0.005

# Solid film: random walk against the analytic film solution.
k_film = film_conductivity(thickness)
k_film_walk, err_film, _ = walk(1000.0, 0.0, thickness, 1e4, 12000, 1)
assert abs(k_film_walk / k_film - 1) < 0.04   # sampling and finite path

# Holey film with diffuse walls, and the mean-chord theorem.
k_holey, err_holey, hit_rate = walk(period, diameter, thickness, 1e4, 12000, 2)
solid_area = period**2 * (1 - porosity)
surface = 2 * solid_area + np.pi * diameter * thickness
chord = 4 * solid_area * thickness / surface
assert abs(hit_rate * chord - 1) < 0.01
k_loss_only = loss_factor * k_film
q = k_holey / k_loss_only
err_q = err_holey / k_loss_only
assert q + 5 * err_q < 1
k_estimate = loss_factor * (k_modes / (1 + mfp_modes / chord)).sum()
assert abs(k_estimate / k_holey - 1) < 0.3    # a rough estimate only

# Controls: specular walls, fourfold size, displaced holes.
k_spec, err_spec, _ = walk(period, diameter, thickness, 1e4, 12000, 3,
                           diffuse=False)
assert k_spec - k_holey > 5 * np.hypot(err_spec, err_holey)
assert k_spec < loss_factor * k_bulk
k_large, err_large, _ = walk(4 * period, 4 * diameter, 4 * thickness,
                             3e4, 5000, 4)
k_film_large = film_conductivity(4 * thickness)
q_large = k_large / (loss_factor * k_film_large)
err_q_large = err_large / (loss_factor * k_film_large)
assert q + 0.05 < q_large < 1.03
jitter = 15.0
k_disorder, err_disorder, _ = walk(period, diameter, thickness, 1e4, 12000, 5,
                                   jitter=jitter)
change = k_disorder / k_holey - 1
err_change = np.hypot(err_disorder / k_holey,
                      k_disorder * err_holey / k_holey**2)
assert abs(change) < 0.1


# Roughness: flux-averaged specularity against an average over heights.
def specularity(wavenumber):
    g = 4 * (wavenumber * roughness) ** 2
    return -np.expm1(-g) / g


nodes, weights = np.polynomial.hermite_e.hermegauss(60)
weights = weights / weights.sum()
mu, wmu = np.polynomial.legendre.leggauss(40)
mu, wmu = (mu + 1) / 2, wmu / 2
test_k = 2 * np.pi / 10.0
phase = np.exp(2j * test_k * roughness * np.outer(mu, nodes))
direct = (2 * mu * wmu * np.abs(phase @ weights) ** 2).sum()
assert abs(direct - specularity(test_k)) < 1e-8

p_modes = specularity(omega / speed * 1e-9)
p_room = (capacity * p_modes).sum() / total_capacity
p_heat = (k_modes * p_modes).sum() / k_bulk
wave_room = (capacity * 2e9 * np.pi * speed / omega).sum() / total_capacity
_, omega_cold, cap_cold = spectrum(1.0)
p_cold = (cap_cold * specularity(omega_cold / speed * 1e-9)).sum()
p_cold /= cap_cold.sum()
wave_cold = (cap_cold * 2e9 * np.pi * speed / omega_cold).sum()
wave_cold /= cap_cold.sum()
assert p_room < 0.05 and p_cold > 0.9

half = np.interp(0.5, np.cumsum(k_modes) / k_bulk, omega)
mfp_half = 1e9 * speed / (rate_coefficient * half**2)

print(f"sound speed: {speed:.0f} m/s")
print(f"atom density: {atom_density:.1e} 1/m^3")
print(f"rate coefficient b: {rate_coefficient:.1e} s")
print(f"temperature: {temperature:.0f} K")
print(f"period, hole diameter, thickness: {period:.0f}, {diameter:.0f}, "
      f"{thickness:.0f} nm")
print(f"Debye cutoff frequency: {omega_max:.3e} rad/s")
print(f"heat capacity: {total_capacity:.3e} J/(m^3 K)")
print(f"shortest bulk mean free path: {mfp_modes[-1]:.1f} nm")
print(f"mean free path at half of bulk heat flow: {mfp_half:.1f} nm")
print(f"porosity: {porosity:.4f}")
print(f"solid fraction: {1 - porosity:.4f}")
print(f"loss factor, Laplace solution: {loss_factor:.4f}")
print(f"loss factor, closed form: {loss_closed:.4f}")
print(f"bulk conductivity: {k_bulk:.1f} W/(m K)")
print(f"solid film, analytic: {k_film:.1f} W/(m K)")
print(f"solid film, walk: {k_film_walk:.1f} +- {err_film:.1f} W/(m K)")
print(f"solid film with material loss only: {k_loss_only:.1f} W/(m K)")
print(f"holey film, diffuse walls: {k_holey:.1f} +- {err_holey:.1f} W/(m K)")
print(f"holey film / solid film: {k_holey / k_film:.3f}")
print(f"holey film / bulk: {k_holey / k_bulk:.3f}")
print(f"spurious coherence factor q: {q:.3f} +- {err_q:.3f}")
print(f"mean chord 4V/S: {chord:.2f} nm")
print(f"mean path per wall hit, counted: {1 / hit_rate:.2f} nm")
print(f"rough mean-chord estimate of k: {k_estimate:.1f} W/(m K)")
print(f"holey film, specular walls: {k_spec:.1f} +- {err_spec:.1f} W/(m K)")
print(f"bulk with material loss only: {loss_factor * k_bulk:.1f} W/(m K)")
print(f"fourfold size, solid film: {k_film_large:.1f} W/(m K)")
print(f"fourfold size, holey: {k_large:.1f} +- {err_large:.1f} W/(m K)")
print(f"fourfold size, q: {q_large:.3f} +- {err_q_large:.3f}")
print(f"largest hole displacement per axis: {jitter:.0f} nm")
print(f"displaced holes: {k_disorder:.1f} +- {err_disorder:.1f} W/(m K)")
print(f"change on displacement: {100 * change:.1f} +- "
      f"{100 * err_change:.1f} percent")
print(f"wall roughness: {roughness:.1f} nm")
print(f"mean wavelength at 300 K, capacity weight: {wave_room:.2f} nm")
print(f"mean wavelength at 1 K, capacity weight: {wave_cold:.0f} nm")
print(f"mean specularity at 300 K, capacity weight: {p_room:.4f}")
print(f"mean specularity at 300 K, bulk heat-flow weight: {p_heat:.4f}")
print(f"mean specularity at 1 K, capacity weight: {p_cold:.4f}")
print("tests ok")
```

Output:

```
sound speed: 6000 m/s
atom density: 5.0e+28 1/m^3
rate coefficient b: 5.0e-17 s
temperature: 300 K
period, hole diameter, thickness: 100, 60, 100 nm
Debye cutoff frequency: 8.616e+13 rad/s
heat capacity: 1.647e+06 J/(m^3 K)
shortest bulk mean free path: 16.2 nm
mean free path at half of bulk heat flow: 78.5 nm
porosity: 0.2827
solid fraction: 0.7173
loss factor, Laplace solution: 0.5585
loss factor, closed form: 0.5592
bulk conductivity: 177.4 W/(m K)
solid film, analytic: 111.1 W/(m K)
solid film, walk: 109.7 +- 1.1 W/(m K)
solid film with material loss only: 62.1 W/(m K)
holey film, diffuse walls: 41.4 +- 0.4 W/(m K)
holey film / solid film: 0.372
holey film / bulk: 0.233
spurious coherence factor q: 0.667 +- 0.006
mean chord 4V/S: 86.43 nm
mean path per wall hit, counted: 86.41 nm
rough mean-chord estimate of k: 46.4 W/(m K)
holey film, specular walls: 56.0 +- 0.8 W/(m K)
bulk with material loss only: 99.1 W/(m K)
fourfold size, solid film: 140.6 W/(m K)
fourfold size, holey: 64.4 +- 1.0 W/(m K)
fourfold size, q: 0.821 +- 0.012
largest hole displacement per axis: 15 nm
displaced holes: 40.7 +- 0.4 W/(m K)
change on displacement: -1.5 +- 1.3 percent
wall roughness: 1.0 nm
mean wavelength at 300 K, capacity weight: 0.68 nm
mean wavelength at 1 K, capacity weight: 80 nm
mean specularity at 300 K, capacity weight: 0.0039
mean specularity at 300 K, bulk heat-flow weight: 0.0680
mean specularity at 1 K, capacity weight: 0.9741
tests ok
```
